# Quantum oscillations of the density of states from extremal Fermi-surface sections, part 2

Independent electrons of charge $-e$ ($e>0$) in one band $\varepsilon(\mathbf k)$ move in a uniform field $\mathbf B=B\hat{\mathbf z}$, with $k_\parallel=k_z$ conserved. We seek the oscillations in $1/B$ of the thermal density of states $g_T(\mu)=\partial N/\partial\mu$, per spin and per volume, at fixed $\mu$. Units are SI. Orbits are closed, without scattering, tunnelling, Berry phase or orbital moment.

$A(E,k_\parallel)$ is the $\mathbf k$-space area enclosed by $\varepsilon=E$ at fixed $k_\parallel$; primes on $A$ mean $\partial/\partial k_\parallel$. Define

$$
b\equiv eB/\hbar ,\tag{4}
$$

$$
F=\frac{\hbar A_{\rm ext}}{2\pi e},\qquad m_c=\frac{\hbar^2}{2\pi}\frac{\partial A}{\partial E},\tag{2}
$$

with $m_c<0$ for hole orbits. With $\hat{\mathbf k}=(\mathbf p+e\boldsymbol{\mathcal A})/\hbar$, $\mathbf v=\hbar^{-1}\nabla_{\mathbf k}\varepsilon$, in-plane speed $v_\perp$ and orbital period $\tau$,

$$
[\hat k_x,\hat k_y]=\frac{e}{\hbar^2}\big([p_x,\mathcal A_y]-[p_y,\mathcal A_x]\big)=-\frac{ie}{\hbar}(\partial_x\mathcal A_y-\partial_y\mathcal A_x)=-ib .\tag{5}
$$

$$
(\dot k_x,\dot k_y)=b\,(-v_y,\,v_x),\tag{6}
$$

$$
\frac{\partial A}{\partial E}=\pm\oint\frac{dk}{\hbar v_\perp}.\tag{8}
$$

$$
\omega_c\equiv\frac{2\pi}{\tau}=\frac{eB}{|m_c|}.\tag{9}
$$

The levels $E_n$, which form Landau tubes, obey

$$
A(E_n,k_\parallel)=2\pi b\,(n+\gamma),\qquad\gamma=\tfrac12,\quad n=0,1,2,\dots\tag{14}
$$

In the gauge $\boldsymbol{\mathcal A}=(0,Bx,0)$, $\hat k_y=q+bx$ with $q=p_y/\hbar$ conserved, and each level has

$$
\frac{b}{2\pi}=\frac{eB}{h}\tag{15}
$$

states per unit area. The density of states and its zero-field value are

$$
g(E)=\frac1{4\pi^2\hbar^2}\int dk_\parallel\,|m_c|\Big[1+2\sum_{p\ge1}\cos\Big(\frac{pA}b-p\pi\Big)\Big].\tag{17}
$$

$$
g_0=\frac1{4\pi^2\hbar^2}\int dk_\parallel\,|m_c| .\tag{18}
$$

A closed surface ends at caps, where $A\to0$ linearly. Near an extremum of $A$, at $k_\parallel=k_0$, $I_p=\int dk_\parallel\,|m_c|\,e^{ipA/b}$ is

$$
I_p\simeq|m_c|\sqrt{\frac{2\pi b}{p|A''|}}\;\exp\Big[\frac{ipA_{\rm ext}}b+\frac{i\pi}4{\rm sgn}A''\Big].\tag{21}
$$

If the variation $\Delta A$ of $A$ along $k_\parallel$ satisfies $\Delta A\ll b$, the system is effectively two-dimensional and (21) fails. Otherwise, summing over extremal sections,

$$
g_T=g_0+\frac{1}{2\pi^2\hbar^2}\sum_{\rm ext}\sum_{p=1}^\infty |m_c|\sqrt{\frac{2\pi eB}{\hbar p|A''|}}\;R_T\cos\!\Big[2\pi p\Big(\frac FB-\frac12\Big)+\frac\pi4\,{\rm sgn}A''\Big].\tag{1}
$$

This has been derived with $R_T=1$. It remains to derive the thermal factor

$$
R_T=\frac{X}{\sinh X},\qquad X=\frac{2\pi^2p\,k_BT\,|m_c|}{\hbar eB}.\tag{3}
$$

### Temperature and spin

With the Fermi function $f$, $N=\int g(E)f(E-\mu)\,dE$ and $g_T=\int g(E)(-\partial f/\partial E)\,dE$. The extremal area depends on $E$ directly and through $k_0(E)$, but the second dependence is multiplied by $A'=0$, so $dA_{\rm ext}/dE=2\pi m_c/\hbar^2$ with the mass of the extremal orbit. With $x=(E-\mu)/k_BT$ and $\hbar^2b=\hbar eB$,

$$
\frac{pA_{\rm ext}(E)}b=\frac{2\pi pF}B+sx+\dots,\qquad s=\frac{2\pi p\,m_ck_BT}{\hbar eB},\tag{22}
$$

where $F$ now refers to $E=\mu$. The weight is $(-\partial f/\partial E)\,dE=W(x)\,dx$ with $W=1/(4\cosh^2\tfrac x2)$, and each harmonic is multiplied by $K(s)=\int W e^{isx}dx$. Because $W(x+2\pi i)=W(x)$, the integral around the strip $0\le{\rm Im}\,x\le2\pi$ equals $(1-e^{-2\pi s})K$. The only pole is at $x=i\pi$. With $x=i\pi+y$, $\cosh\tfrac x2=i\sinh\tfrac y2$ and $W=-y^{-2}[1+O(y^2)]$, so the residue is $-\partial_ye^{is(i\pi+y)}|_{y=0}=-ise^{-\pi s}$. Then

$$
K(s)=\frac{2\pi i\,(-is)\,e^{-\pi s}}{1-e^{-2\pi s}}=\frac{\pi s}{\sinh\pi s}.\tag{23}
$$

This is real and even in $s$, and with $X=\pi|s|$ it is (3), the thermal factor of Lifshitz–Kosevich theory. That completes (1). The neglected terms are the quadratic phase $p(d^2A_{\rm ext}/dE^2)(k_BT)^2x^2/2b$ and the variation of the prefactor over $k_BT$. When $k_BT/\hbar\omega_c$ is held fixed, $k_BT$ is itself of order $b$ and both terms are of relative order $b$. At fixed $T$ the quadratic phase grows as $1/B$ when the field is lowered, but if $k_BT$ is far below the energy over which $m_c$ changes appreciably, $R_T$ has made the oscillation exponentially small by the time this phase matters. Since $X=2\pi^2p\,k_BT/\hbar\omega_c$, the damping is already strong for $k_BT$ well below $\hbar\omega_c$. For $X\ll1$, $R_T\to1$ and the series $\sum_pp^{-1/2}\cos(\dots)$ builds the inverse-square-root singularities at the edges of the Landau tubes. For $X\gg1$, $R_T\simeq2Xe^{-X}$, the fundamental dominates, and the decay of its amplitude with $T$ at fixed $B$ measures $|m_c|$; in a real metal the mass so obtained includes electron–phonon and electron–electron renormalisation, which the independent-electron model omits. The grand potential obeys $\partial^2\Omega/\partial\mu^2=-g_T$ per volume. Each integration over $\mu$ divides a harmonic by $2\pi pm_c/\hbar eB$ and shifts its phase by $\pi/2$, so the magnetization (the de Haas–van Alphen effect) oscillates with the same $F$.

A Zeeman term moves the two spin bands by $\pm g\mu_BB/2$, with $\mu_B=e\hbar/2m_e$. By (22) an energy shift $\pm\delta$ of the band changes the phase by $\mp2\pi pm_c\delta/\hbar eB$, which for $\delta=g\mu_BB/2$ is $\mp\pi p\,gm_c/2m_e$ and does not depend on $B$. Since $\cos(\varphi-\eta)+\cos(\varphi+\eta)=2\cos\eta\cos\varphi$, the spin sum is twice (1) with each harmonic multiplied by

$$
R_s=\cos\Big(\pi p\,\frac{g\,m_c}{2m_e}\Big).\tag{24}
$$

Any level shift linear in $B$ acts in the same way: it changes the phase, or equivalently $\gamma$, and leaves $F$ alone. This covers the orbital moment and the Berry phase. For a Dirac cone $H=\hbar v(\sigma_x\hat k_x+\sigma_y\hat k_y)$, the Pauli algebra and (5) give $H^2=\hbar^2v^2(\hat k_x^2+\hat k_y^2+b\sigma_z)$, with eigenvalues $2nb\hbar^2v^2$. The area $\pi E^2/\hbar^2v^2$ is then $2\pi bn$, so $\gamma=0$ while (2) is unchanged. If the area itself depends on the field, the local frequency is the derivative of $F(B)/B$ with respect to $1/B$, which is $F-B\,dF/dB$.

### The sphere, and fixed particle number

For free electrons $A=\pi(k_F^2-k_\parallel^2)$ at $E=E_F$. There is one extremum, a maximum at $k_\parallel=0$, with $A''=-2\pi$ and $m_c=m_e$. Then

$$
F=\frac{\hbar k_F^2}{2e},\qquad\frac FB=\frac{k_F^2}{2b}=\frac{E_F}{\hbar\omega_c},\tag{25}
$$

so $F/B$ counts the occupied Landau tubes. Per spin, (18) gives $g_0=2m_ek_F/4\pi^2\hbar^2$, and the prefactor in (1) is $m_e\sqrt{b/p}/2\pi^2\hbar^2$. Their ratio is $\sqrt{b/p}/k_F=\sqrt{B/2Fp}$, and with spin

$$
\frac{g_T-g_0}{g_0}=\sqrt{\frac B{2F}}\sum_pp^{-1/2}R_TR_s\cos\Big[2\pi p\Big(\frac FB-\frac12\Big)-\frac\pi4\Big].\tag{26}
$$

By (21) the slices that add in phase for $p=1$ have effective width $\sqrt{2\pi b/|A''|}=\sqrt b$, a fraction $\sqrt b/2k_F=\tfrac12\sqrt{B/2F}$ of the range $2k_F$; the factor 2 in front of the cosines in (17) turns this into the prefactor $\sqrt{B/2F}$.

A metal has fixed $N$, not fixed $\mu$. For the sphere the prefactor in (1) does not depend on energy and the phase is $2\pi pE/\hbar\omega_c$ plus a constant, so at $T=0$ the integral of the oscillating part is $N_{\rm osc}=g_0\hbar\omega_c\sqrt{B/2F}\sum_p(2\pi)^{-1}p^{-3/2}R_s\sin[\dots]$. The condition $g_0\,\delta\mu+N_{\rm osc}(\mu)=0$, with $|\sin|\le1$ and $|R_s|\le1$, gives

$$
\frac{|\delta\mu|}{\hbar\omega_c}\le\frac{\zeta(3/2)}{2\pi}\sqrt{\frac B{2F}} .\tag{27}
$$

The shift is small and is itself periodic in $1/B$ with frequency $F$, so it alters the harmonic amplitudes slightly and leaves $F$ unchanged. In the two-dimensional limit $\Delta A\ll b$ the small factor $\sqrt{B/2F}$ is absent, $\delta\mu$ is of order $\hbar\omega_c$, and the waveform at fixed $N$ differs from that at fixed $\mu$.

Because $A$ is exactly quadratic in $k_\parallel$ and linear in $E$, the corrections to (26) are not oscillatory. They come from the caps, from the Zeeman shift of $g_0$ and, at $T>0$, from the thermal average of $g_0$. Near a cap use $u=A$ as variable, $|dk_\parallel|=\eta(u)\,du$ with $\eta=1/(2\pi\sqrt{k_F^2-u/\pi})$ and $\eta'(0)=1/4\pi^2k_F^3$. Two integrations by parts give the boundary terms $-(b/ip)\eta(0)+(b/ip)^2\eta'(0)$, whose real part is $-b^2\eta'(0)/p^2$. There are two caps, (17) supplies the factor $2(-1)^p$, and $\sum_p(-1)^p/p^2=-\pi^2/12$. Relative to $\int dk_\parallel=2k_F$ the result is $b^2/24k_F^4=(B/F)^2/96$. The Zeeman shift $\delta=g\hbar\omega_c/4$ changes the spin average of $g_0\propto\sqrt E$ by the relative amount $-\delta^2/8E_F^2=-g^2(B/F)^2/128$. Thermal averaging of $g_0\propto\sqrt E$, with $\langle(E-\mu)^2\rangle=\pi^2(k_BT)^2/3$, adds $-\pi^2(k_BT)^2/24E_F^2$, which is about 5% of the other two terms together in the copper example below. For $g=2$ and $T=0$ the smooth correction is, to order $(B/F)^2$,

$$
\frac{\delta g_0}{g_0}=\Big(\frac1{96}-\frac1{32}\Big)\Big(\frac BF\Big)^2=-\frac1{48}\Big(\frac BF\Big)^2 .\tag{28}
$$

### A lattice band with a belly and a neck

A surface with two extrema shows the selection at work. Take $\varepsilon=-2t(\cos k_x+\cos k_y)-2t_z\cos k_z$ in units $\hbar=e=a=t=1$, so that $b=B$ and $F=A/2\pi$, with the round values $t_z=0.15$ and $\mu=-2$. The Fermi surface is a warped cylinder along $k_z$. Areas are obtained as $\tfrac12\oint r^2d\theta$ on 256 angles, with $r(\theta)$ found by bisection, and derivatives of $A$ by central differences.

Runge–Kutta integration of (6) in unit field gives the signed period divided by $2\pi$, which (9) identifies with $m_c$. For the electron orbit at $E=-2$, $k_z=0$ it is $0.733274$. For the hole orbit about $(\pi,\pi,0)$ at $E=1.7$ it is $-0.686440$. For the central orbit at $E=-2$ with the field tilted by $30^\circ$ toward $k_x$ it is $0.809479$. In all three cases $(\partial A/\partial E)/2\pi$ has the same six digits and the same sign.

For $\mathbf B\parallel z$ the area depends on $E+2t_z\cos k_z$ alone, so $A'=-2t_z\sin k_z\cdot2\pi m_c$, which vanishes only at $k_z=0$ and $\pi$, with $A''=\mp4\pi t_zm_c$ there.

| section | $A$ | $F$ | $m_c$ | $A''$ |
|---|---|---|---|---|
| belly, $k_z=0$ | 8.6316 | 1.37376 | 0.73327 | $-1.3822$ |
| neck, $k_z=\pi$ | 6.0392 | 0.96116 | 0.64698 | $+1.2195$ |

Equation (18), by the midpoint rule in $k_z$, gives $g_0=0.1095$ per cell per $t$.

In the gauge used for (15), with $q=0$, the in-plane problem is the Harper equation $-\psi_{j+1}-\psi_{j-1}-2\cos(bj)\,\psi_j=\epsilon\,\psi_j$. Diagonalizing it on the single well $|bj|\le\pi$ gives the levels $\epsilon_n$ without the WKB approximation, with only the tunnelling between wells left out, and $E_n=\epsilon_n-2t_z\cos k_z$. In the plane $k_z=\pi/2$, at $b=2\pi/200$, the level $n=36$ lies at $-2.02099$ and has $A/2\pi b-n=0.49873$. At $b=2\pi/400$ the level $n=73$ at $-2.00947$ gives $0.49937$. The departures from $\tfrac12$ are in the ratio $1.994$, as expected of a correction linear in $b$ at nearly equal energies. The spacing to the next level at $b=2\pi/200$ is $0.045747$, against $b/m_c=0.045749$ with the mass taken at the midpoint energy.

The sum $g_T=(b/2\pi)\sum_n\langle-f'(E_n-\mu)\rangle_{k_z}$, with the $k_z$ average done by the midpoint rule, can be set beside (1). Taking $k_BT=0.1\,b$ holds $X$ fixed as $b$ changes. For $2\pi/b$ between 150 and 190 the largest oscillation is $0.274\,g_0$, and (1) departs from the level sum by at most $1.4\%$ of that largest oscillation. For $2\pi/b$ between 600 and 640 the figures are $0.142\,g_0$ and $0.34\%$. A field about four times weaker halves the amplitude, as $\sqrt b$ requires, and divides the relative error by about four. With the two $\pi/4$ phases interchanged the departure is $1.13$ and $1.16$ times the largest oscillation, so these signs control the beat pattern. At fixed $k_BT=0.003$, the Fourier transform of the level sum over $24\le1/b\le56$ (401 points, Hann window) has, between frequencies $0.3$ and $1.7$, two peaks higher than a tenth of the largest, at $0.9611$ and $1.3737$. Every frequency between them belongs to some slice of the surface, yet over the middle 40% of that interval the spectrum is at most $0.0045$ of the smaller peak.

### Worked example: free-electron copper

The model is one free electron per atom on an fcc lattice, with four atoms per cubic cell. The only material input is the lattice constant, a rough measured value $a\approx3.6$ Å. Intermediate digits refer to the model with $a=3.6$ Å taken as exact.

The density is $n=4/(3.6\ \text{Å})^3=0.08573$ Å$^{-3}$. Filling a sphere with two spins, $n=2\cdot\tfrac43\pi k_F^3/(2\pi)^3$, gives $k_F=(3\pi^2\times0.08573)^{1/3}=1.3641$ Å$^{-1}$ and $E_F=\hbar^2k_F^2/2m_e=7.09$ eV. The extremal area is $A=\pi\times1.3641^2=5.846$ Å$^{-2}$. With $\hbar/2\pi e=10475.8$ T Å$^2$,

$$
F=10475.8\times5.8461=61242\ {\rm T}\approx6.1\times10^4\ {\rm T}.\tag{29}
$$

Since $F\propto a^{-2}$, the range $a=3.55$ to $3.65$ Å covered by a two-figure input moves $F$ from $6.30\times10^4$ T to $5.96\times10^4$ T, so the second figure in (29) is uncertain by one or two units. The frequency is the same for every field direction.

The nearest zone face is centred on $L=(2\pi/a)(\tfrac12,\tfrac12,\tfrac12)$, at $|\Gamma L|=\sqrt3\pi/a=1.5115$ Å$^{-1}$. The ratio $k_F/|\Gamma L|=0.9025$ does not depend on $a$, and the sphere lies inside the first zone. In the real metal the surface reaches the $L$ faces and forms necks, which give further extremal orbits and a dependence on field direction that this model lacks. The area depends only on the shape of the surface, whereas $m_c$ depends on the velocity around the orbit through (8), so even a correct $F$ would say nothing about the model value $m_c=m_e$.

At $B=30$ T and $T=2$ K, $\hbar\omega_c=3.473$ meV and $k_BT=0.1723$ meV. The number of tubes is $F/B=61242/30=2041$, equal to $7.09\ {\rm eV}/3.473\ {\rm meV}$ by (25). The period is $1/F=1.63\times10^{-5}$ T$^{-1}$, or $B^2/F=14.7$ mT in field, so the field must be uniform over the sample to much better than one part in 2041 for the signal not to average out. For $p=1$, $X=2\pi^2\times0.1723/3.473=0.98$ and $R_T=0.856$. With the free-electron $g=2.0023$, $R_s=\cos(\pi g/2)=-0.999993$. The Zeeman splitting is then almost exactly one Landau spacing, $R_s\approx(-1)^p$ cancels the phase $-p\pi$, and the harmonics go as $\cos(2\pi pF/B-\pi/4)$. The prefactor of (26) is $\sqrt{30/(2\times61242)}=0.01565$, and the fundamental has relative amplitude $0.01565\times0.856=0.0134$, which is $1.3\%$ of $g_0$ in the absence of scattering.

These figures are functions of the field $B$ inside the sample, which here differs appreciably from the applied field. For the sphere the oscillating part of $\Omega$ depends on $\mu$ and $B$ mainly through the phase $2\pi p\mu/\hbar\omega_c$, so to leading order $\mu_0\,dM/dB=\mu_0(E_F/B)^2(g_T-g_0)=(3\mu_0nE_F/2B^2)(g_T-g_0)/g_0$. At 30 T the prefactor is 204, and the largest value of (26) at 2 K, $0.0223$, gives $\mu_0\,dM/dB\approx4.6$. Where this exceeds 1, $H=B/\mu_0-M$ decreases with $B$ and a uniform $B$ is unstable (magnetic interaction, Condon domains), so the waveform against applied field is not (26). In this model the maximum falls below 1 only above about 6 K.

The same quantity follows from the explicit sum over the exact Landau and Zeeman levels at $\mu=E_F$, with the integral of $-f'$ done by the trapezoidal rule (in $k_z$ for tubes whose bottom is near $\mu$, in energy with step $0.75\,k_BT$ for the others), at 300 fields spaced by $2\times10^{-6}$ T$^{-1}$ in $1/B$ from $1/30$ T$^{-1}$. It differs from (26), taken to 25 harmonics, by at most $2.2\times10^{-7}$ of the largest oscillation. The energy grid contributes an error of about $4\times10^{-10}g_0$ to this, and a converged quadrature gives $2.4\times10^{-7}$. Equation (28) gives a smooth term of magnitude $1/(48\times2041^2)\approx5\times10^{-9}$ relative to $g_0$. With $g=2.0023$ and the thermal term included the smooth correction is $-5.26\times10^{-9}$ at 30 T, and divided by the largest oscillation, $0.0223\,g_0$, this is $2.4\times10^{-7}$, the converged difference. The Fourier transform of the level sum (Hann window, zero-padded to a grid of 3.8 T) peaks at $61241$ T, within one grid step of (29).

At fixed density and $T=0$, solving $N(\mu,B)=n$ with the level sum by root bracketing at 40 fields covering a little more than one period gives a largest $|\delta\mu|/\hbar\omega_c$ of $0.0045$; the extremum is a cusp, and 600 fields per period give $0.0046$. The bound (27) is $\zeta(3/2)\times0.01565/2\pi=0.0065$. The sampled value is close to $1/\sqrt2$ of the bound, which is what the series for $N_{\rm osc}$ gives for $g=2$ when the bottom of a tube lies at $\mu$, where every term has $\sin(-\pi/4)=-1/\sqrt2$.

Numerical values quoted here were computed with a short program.
